# Why tilted mass ellipsoids let normally incident light excite intersubband transitions

**Q:** My light enters an inversion layer along the interface normal, so its electric field lies in the plane. The subbands come from confinement along the normal. How can such a field excite an electron from one subband to the next?

**A:** By pushing the electron sideways in a crystal where a sideways push also accelerates it along the normal. Let $z$ be the normal, with the layer at $z>0$ and an impenetrable wall at $z=0$. For one valley, with electron charge $-e$, I take

$$H=\tfrac12(\mathbf p+e\mathbf A)\cdot W\cdot(\mathbf p+e\mathbf A)+V(z).$$

Here $\mathbf p$ is measured from the valley minimum, and $W$ is the inverse-mass tensor, symmetric and constant. The velocity is $\mathbf v=W(\mathbf p+e\mathbf A)$, so a force $\mathbf f$ contributes $W\mathbf f$ to the acceleration. A force along $x$ thus gives

$$\dot v_z=W_{zx}f_x .$$

If $W_{zx}\neq0$, the in-plane field shakes the electron against its confinement. If $W_{zx}=W_{zy}=0$, it does not.

**Q:** And what does that have to do with principal axes?

**A:** Apply $W$ to the unit normal: $W\hat{\mathbf z}=(W_{xz},W_{yz},W_{zz})$. The normal is a principal axis when this vector is parallel to $\hat{\mathbf z}$, that is, when $\mathbf w\equiv(W_{xz},W_{yz})$ vanishes. The two conditions are the same.

For an ellipsoid of revolution with long axis $\hat{\mathbf n}=(\sin\theta,0,\cos\theta)$, the inverse mass is $1/m_l$ along $\hat{\mathbf n}$ and $1/m_t$ across it:

$$W=\frac{1}{m_t}\,\mathbb 1+\left(\frac1{m_l}-\frac1{m_t}\right)\hat{\mathbf n}\hat{\mathbf n}^{T}.$$

Reading off components,

$$W_{xz}=\left(\frac1{m_l}-\frac1{m_t}\right)\sin\theta\cos\theta,\qquad W_{zz}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}.$$

The coupling vanishes at $\theta=0$ and at $90^\circ$, and also for equal masses. An ellipsoid lying flat in the interface is therefore as inactive as one standing upright.

**Q:** The acceleration argument is classical. Can you show that the quantum transition probability is zero for an upright ellipsoid, and not merely small?

**A:** Yes, within this Hamiltonian. In the dipole approximation $\mathbf A(t)$ is uniform, and at normal incidence it lies in the plane. Nothing then depends on $x$ or $y$, so the in-plane wave vector $\mathbf k$ is conserved. Define $\mathbf K(t)=\mathbf k+e\mathbf A(t)/\hbar$, and let $W_\parallel$ be the $2\times2$ in-plane block of $W$. Multiplying out the kinetic energy gives

$$H=\tfrac12W_{zz}p_z^2+\hbar(\mathbf w\cdot\mathbf K)\,p_z+\tfrac12\hbar^2\mathbf K\cdot W_\parallel\mathbf K+V(z).$$

The middle term has no factor $\tfrac12$ because $W_{xz}$ and $W_{zx}$ both contribute.

For $\mathbf w=0$ the light appears solely in the third term, which is a number depending on time. A number added to $H$ multiplies the state by a phase and leaves every subband population unchanged. This holds at any intensity. It rests on parabolic bands, masses independent of $z$, a uniform field and in-plane translation symmetry.

**Q:** Now tilt the ellipsoid. Is the light equivalent to some field along $z$?

**A:** It is, and completing the square gives that field. Write

$$\psi(z,t)=e^{-i\beta z}\zeta(z,t),\qquad \beta(t)=\frac{\mathbf w\cdot\mathbf K(t)}{W_{zz}}.$$

Since $p_z\psi=e^{-i\beta z}(p_z-\hbar\beta)\zeta$, the two terms containing $p_z$ become

$$\tfrac12W_{zz}(p_z-\hbar\beta)^2+\hbar W_{zz}\beta(p_z-\hbar\beta)
=\tfrac12W_{zz}p_z^2-\tfrac12W_{zz}\hbar^2\beta^2 .$$

The linear terms cancel, and the quadratic ones combine as $\tfrac12-1=-\tfrac12$. The time derivative also acts on the phase:

$$i\hbar\,\partial_t\psi=e^{-i\beta z}\left(i\hbar\,\partial_t\zeta+\hbar\dot\beta z\,\zeta\right).$$

I move the last term to the right-hand side of the Schrödinger equation. With the optical field $\boldsymbol{\mathcal E}=-\dot{\mathbf A}$,

$$-\hbar\dot\beta=-\frac{e\,\mathbf w\cdot\dot{\mathbf A}}{W_{zz}}=+\frac{e\,\mathbf w\cdot\boldsymbol{\mathcal E}}{W_{zz}} .$$

The result is

$$i\hbar\,\partial_t\zeta=\left[\tfrac12W_{zz}p_z^2+V(z)+e\mathcal E_{\rm eff}z+c(t)\right]\zeta,\qquad
\mathcal E_{\rm eff}=\frac{\mathbf w\cdot\boldsymbol{\mathcal E}}{W_{zz}},$$

where $c(t)$ is a number. A real normal field $\mathcal E_z$ would give a charge $-e$ the potential energy $+e\mathcal E_zz$, so $\mathcal E_{\rm eff}$ acts as such a field. The phase factor does not disturb the condition $\psi(0)=0$.

The conversion ratio $\mathbf w/W_{zz}$ contains no property of the well. The shape of $V(z)$ decides where the resonance lies and how large its dipole is, but not how an in-plane field is converted.

**Q:** Then any tilted valley absorbs normally incident light?

**A:** Not for every polarization. If the long axis is tilted in the $xz$ plane, $\mathbf w$ points along $x$. Light polarized along $y$ has $\mathbf w\cdot\boldsymbol{\mathcal E}=0$ and leaves the subbands alone. At an angle $\chi$ from $x$ the effective field varies as $\cos\chi$, and weak absorption as $\cos^2\chi$.

**Q:** Suppose I calculate with a velocity matrix element instead. The operator $v_x$ contains $W_{xx}\hbar k_x$, which is not zero for moving electrons. Why does that part not cause transitions?

**A:** Because it is a constant within the space of fixed $\mathbf k$. Without light, all subbands of that $\mathbf k$ share the same phase factor, with $\beta=\mathbf w\cdot\mathbf k/W_{zz}$:

$$\psi_n=e^{-i\beta z}\zeta_n(z),\qquad \left[\tfrac12W_{zz}p_z^2+V\right]\zeta_n=E_n\zeta_n .$$

The velocity is $v_x=W_{xz}p_z+W_{xx}\hbar k_x+W_{xy}\hbar k_y$. Between $\psi_0$ and $\psi_1$ the phases cancel, apart from replacing $p_z$ by $p_z-\hbar\beta$. Every constant then multiplies $\langle\zeta_1|\zeta_0\rangle=0$, which leaves

$$\langle\psi_1|v_x|\psi_0\rangle=W_{xz}\,p_{10},\qquad p_{10}=\langle\zeta_1|p_z|\zeta_0\rangle .$$

To compare this with the effective field, let $h$ be the bracketed operator above. From $[h,z]=-i\hbar W_{zz}p_z$, the element between the two states gives $E_{10}z_{10}=-i\hbar W_{zz}p_{10}$, where $E_{10}=E_1-E_0$. Therefore

$$|v_{10}|=\left|\frac{W_{xz}}{W_{zz}}\right|\frac{E_{10}|z_{10}|}{\hbar}.$$

This is the velocity amplitude of a normal dipole, reduced or enlarged by the same conversion ratio.

**Q:** An upright valley has no such absorption, yet a tilted one does. Where does the strength come from?

**A:** From the free-carrier response in the plane. The completed square gives each subband the energy

$$E_n(\mathbf k)=E_n+\tfrac12\hbar^2\,\mathbf k\cdot\left(W_\parallel-\frac{\mathbf w\mathbf w^T}{W_{zz}}\right)\mathbf k .$$

With $\mathbf w$ along $x$, the inverse mass for steady motion along $x$ is $W_{xx}-W_{xz}^2/W_{zz}$. It is smaller than $W_{xx}$ because the confinement prevents the electron from drifting along $z$.

The intersubband transitions carry the missing part. Define their weight as $\sum_n 2|W_{xz}p_{n0}|^2/E_{n0}$. The double commutator $[z,[h,z]]=\hbar^2W_{zz}$, taken in the state $\zeta_0$, gives

$$2\sum_nE_{n0}|z_{n0}|^2=\hbar^2W_{zz}.$$

Substituting $|p_{n0}|=E_{n0}|z_{n0}|/(\hbar W_{zz})$,

$$\sum_n\frac{2W_{xz}^2|p_{n0}|^2}{E_{n0}}
=\frac{W_{xz}^2}{W_{zz}^2}\,\frac{2}{\hbar^2}\sum_nE_{n0}|z_{n0}|^2=\frac{W_{xz}^2}{W_{zz}} .$$

The two weights add up to $W_{xx}$.

**Q:** Put numbers on this for something like a transistor channel.

**A:** Take $m_l=0.9$ and $m_t=0.2$ in units of the free-electron mass $m_e$, a tilt of $45^\circ$, and a constant well field $F=0.1$ MV/cm, so that $V=eFz$. Then, in units of $1/m_e$,

$$W_{xx}=W_{zz}=\tfrac12(1.111+5)=3.056,\qquad W_{xz}=\tfrac12(1.111-5)=-1.944 .$$

The conversion ratio is $-1.944/3.056=-0.636$, and its square is $0.405$. For equal field amplitudes at the layer, weak in-plane excitation is thus about 40% as strong as normal excitation.

For the levels, set $\xi=z/L$ with $L^3=\hbar^2W_{zz}/(2eF)$. The subband equation becomes $\zeta''=(\xi-a)\zeta$ with $E=eFLa$. Its decaying solution is ${\rm Ai}(\xi-a)$, and the wall requires ${\rm Ai}(-a)=0$, so $a_0=2.338$ and $a_1=4.088$. With $L=2.266$ nm, $eFL=22.66$ meV and

$$E_{10}=22.66\times(4.088-2.338)\ {\rm meV}=39.7\ {\rm meV},$$

a vacuum wavelength of about 31 µm. The levels themselves lie near 53 and 93 meV.

**Q:** And the dipole?

**A:** It follows from the same equation. Normalize $\int_0^\infty\zeta_n^2\,d\xi=1$. Multiplying $\zeta_n''=(\xi-a_n)\zeta_n$ by $2\zeta_n'$ and integrating gives $-\zeta_n'(0)^2=-1$, so every wall slope has magnitude one. Next integrate the derivative of $\zeta_0'\zeta_1'$:

$$-\zeta_0'(0)\zeta_1'(0)=\int_0^\infty\left[\xi(\zeta_0\zeta_1)'-a_0\zeta_0\zeta_1'-a_1\zeta_0'\zeta_1\right]d\xi .$$

The first term integrates by parts to $-\int\zeta_0\zeta_1\,d\xi=0$. In the last, $\int\zeta_0'\zeta_1\,d\xi=-\int\zeta_0\zeta_1'\,d\xi$. Hence $|\int\zeta_0\zeta_1'\,d\xi|=1/(a_1-a_0)$, and

$$|p_{10}|=\frac{\hbar}{L(a_1-a_0)},\qquad |z_{10}|=\frac{\hbar W_{zz}|p_{10}|}{E_{10}}=\frac{2L}{(a_1-a_0)^2}.$$

Here $|z_{10}|=2(2.266)/(1.750)^2=1.48$ nm, and $|v_{10}|=5.7\times10^4$ m/s.

The total intersubband weight is $1.944^2/3.056=1.24$, leaving $1.82$ for free-carrier motion. The $0\to1$ line carries $0.92$, about three quarters of the intersubband part.

**Q:** Suppose I drive that line with a short pulse. How many electrons go up?

**A:** Let the field be $\mathcal E\cos\omega t$ along $x$, with $\hbar\omega=E_{10}$. Keeping two states and the resonant half of the cosine, their amplitudes obey

$$i\hbar\dot c_1=\tfrac12e\mathcal E_{\rm eff}z_{10}c_0,\qquad i\hbar\dot c_0=\tfrac12e\mathcal E_{\rm eff}z_{10}c_1 ,$$

now with $\mathcal E_{\rm eff}=(W_{xz}/W_{zz})\mathcal E$ as an amplitude. Starting from $c_0=1$, after a time $\tau$

$$P=|c_1|^2=\sin^2\left(\frac{e\mathcal E_{\rm eff}z_{10}\tau}{2\hbar}\right).$$

For $\mathcal E=1$ kV/cm $=10^{-4}$ V/nm and 20 optical periods, $\tau=40\pi\hbar/E_{10}$. The magnitude of the argument is

$$20\pi\,\frac{10^{-4}\times0.636\times1.48}{0.03966}=0.149,$$

so $P=0.022$, without relaxation. The pulse lasts 2.1 ps, so this requires a longer coherence time. If a line half width of 2 meV came entirely from pure dephasing, with no decay of the upper subband, the coherence time would be 0.33 ps and $P$ would fall to about 0.006. An upper-subband lifetime of 1 ps at the same linewidth would bring it to about 0.003.

I also integrated the original equation, with its $p_z(\mathbf w\cdot\mathbf K)$ term, by the Crank–Nicolson method on a grid. For $\mathbf k=(0.10,-0.07)$ nm$^{-1}$ it gives $P=0.022$. Turning the polarization to $y$ brings $P$ below $10^{-10}$. So does setting the long axis upright and driving along $x$ at the resonance of that valley.

**Q:** In a spectrometer I would see a broadened line, not coherent driving. How strong is it?

**A:** The golden rule gives each electron the upward rate

$$R=\frac{2\pi}{\hbar}\left(\tfrac12e\mathcal E_{\rm eff}|z_{10}|\right)^2\delta(\hbar\omega-E_{10}).$$

For $N$ electrons per area, equate the absorbed power $N\hbar\omega R$ to $\tfrac12\sigma\mathcal E^2$, where $\sigma$ is the real sheet conductivity. On resonance $|v_{10}|=|W_{xz}/W_{zz}|\,\omega|z_{10}|$. Replacing the delta function by a Lorentzian of half width $\Gamma$, whose peak is $1/(\pi\Gamma)$, gives

$$\sigma_{\rm peak}=\frac{Ne^2|v_{10}|^2}{\omega\Gamma}.$$

With $N=10^{11}$ cm$^{-2}$, all in tilted valleys, and $\Gamma=2$ meV, this is $4.3$ µS. In a uniform medium of index $n=\sqrt{12}$ the incident intensity is $\tfrac12\varepsilon_0cn\mathcal E^2$. The absorbed fraction is therefore $\sigma_{\rm peak}/(\varepsilon_0cn)$, or about $0.05\%$. A gate or oxide changes the field at the layer and must be included for a device.

**Q:** Which real layer does this resemble, and how far should I trust 39.7 meV?

**A:** The masses, permittivity and field are rough values for electrons at a (110) silicon surface. Four valleys there have long axes at $45^\circ$ to the normal and lie lowest. The other two have their long axes in the plane. The density is low for an inversion layer; I chose it so that the electrons bend the well only moderately.

I estimated the first two corrections below to first order with grid wavefunctions, and the third from the matching condition at the wall.

- *Electron charge.* I identify $F$ with the mean field $e(N_{\rm dep}+N/2)/\varepsilon$, where $\varepsilon=12\varepsilon_0$. This requires a depletion density $N_{\rm dep}=6.1\times10^{11}$ cm$^{-2}$. The departure of the electrons' own field from its mean lowers $E_{10}$ by 1.3 meV. At fixed $F$ this estimate is proportional to $N$. At $10^{12}$ cm$^{-2}$ it would be a third of the transition energy, and the levels would need a self-consistent calculation.
- *Image force.* For an oxide of relative permittivity 4, the energy $e^2(12-4)/[16\pi\varepsilon_0\,12(12+4)z]$ lowers $E_{10}$ by 1.7 meV.
- *Wall penetration.* Matching to a 3 eV barrier of mass $0.5\,m_e$ lowers $E_0$ by 2.4 meV. Both levels move almost equally, so the change of $E_{10}$ is negligible beside the other two.

The first two shifts together are about 8% of $E_{10}$. The list leaves out exchange and correlation, which are not small here: the Coulomb energy at the mean electron spacing is about $k_BT$ at 77 K. A rough zero-temperature local-density estimate raises the level spacing by about 3 meV, and the attraction between the excited electron and the hole it leaves takes back about half of that in the line position. These terms are as large as the ones listed and partly oppose them, so 39.7 meV is good to a few meV, with the sign of the net correction unsettled. Nonparabolic bands, with a rough coefficient of 0.5 eV$^{-1}$, would lower it by a further 0.6 meV. The depletion field also weakens with depth. For uniform doping and a band bending of 1 eV, this lowers $E_{10}$ by about another 0.7 meV. The well field is about a third of a rough bulk breakdown field of 0.3 MV/cm.

At 77 K, $k_BT=6.6$ meV far exceeds the zero-temperature Fermi energy of 0.18 meV, so Boltzmann statistics apply. The upper subband has a Boltzmann factor of 0.003. In the bare triangular well the two flat valleys start 9.5 meV higher. Counting the lowest level of each valley type, they hold 13% of the electrons. They do not respond to normally incident light in this model, so the absorption quoted above drops by 13%. This share is more sensitive than $E_{10}$ to the corrections listed above. Wall penetration, for example, lowers the flat valleys more than the tilted ones, because their mass along the normal is smaller. With all three corrections the spacing is about 7 meV and the share about 18%.

**Q:** The tilted valleys come in mirror pairs. Do their responses cancel?

**A:** Their absorption adds, but their normal dipoles cancel. Reflection $x\to-x$ reverses $W_{xz}$, so the same light produces opposite effective fields in the two valleys. The rate contains the square and is equal in both.

The cancellation affects the line position. Let $c$ be the small amplitude of the upper state relative to the lower, and treat $\zeta_n$ as real and normalized in $z$. The oscillating density is $N\zeta_0\zeta_1(c+c^*)$. With $G(z)=\int_0^z\zeta_0\zeta_1\,dz'$, Poisson's equation gives the potential-energy slope $U'=-(e^2N/\varepsilon)G\,(c+c^*)$. Integrating by parts, with $G=0$ at both ends,

$$\langle\zeta_1|U|\zeta_0\rangle=-\int_0^\infty GU'\,dz=\frac{e^2NS}{\varepsilon}(c+c^*),\qquad S=\int_0^\infty G^2dz .$$

The resonant part, proportional to $c$, raises the line by $e^2NS/\varepsilon=0.56$ meV for a normal field, which drives all valleys in phase. For an in-plane field and equally filled mirror valleys, the two values of $c$ are opposite. The total oscillating density vanishes, and so does this shift. Only this electrostatic part cancels; exchange-correlation corrections to the line position are outside the model and need not.

**Q:** If I find a weak normal-incidence line from an upright valley, what could cause it?

**A:** A broken assumption. I compared three effects for a long axis along the normal in the same field. The in-plane wave number is thermal, $k=\sqrt{2m_tk_BT}/\hbar=0.19$ nm$^{-1}$, along the polarization. Each amplitude below is relative to the allowed $|W_{xz}p_{10}|$ of the tilted valley; $z_{10}$ and $L$ belong to the upright one.

1. *Nonparabolicity.* Replace the kinetic energy $T$ by $T-\alpha T^2$. Then $v_x$ gains $-2\alpha TW_{xx}\hbar k$. Since $\langle1|T+V|0\rangle=0$, we have $|T_{10}|=eF|z_{10}|$, and the element is $2\alpha W_{xx}\hbar k\,eF|z_{10}|$. For a rough $\alpha=0.5$ eV$^{-1}$ the ratio is 0.020.
2. *Photon momentum.* A factor $e^{iqz}\approx1+iqz$ in the field gives $W_{xx}\hbar k\,q|z_{10}|$, with ratio 0.001.
3. *Barrier mass.* If $W_{xx}$ changes in the oxide, orthogonality no longer removes $W_{xx}(z)\hbar k$. What remains is the change of $W_{xx}$ times $\hbar k$ and the overlap of the two wavefunction tails. With $\kappa$ the decay constant in the barrier and $m_b$ its mass, the tail at the wall is $\lambda/L^{3/2}$, where $\lambda=m_b/(m_l\kappa)$. The overlap is $\lambda^2/(2\kappa L^3)$, and the ratio is 0.0002.

Even the largest gives a peak absorption of only about $6\times10^{-4}$ of the allowed one, at this wave number and at equal density, driving field and linewidth. Since $\sigma_{\rm peak}\propto|v_{10}|^2/\omega$, this is the squared ratio, $4\times10^{-4}$, times the tilted valley's transition energy divided by the upright one's. That quotient is $(3.056/1.111)^{1/3}=1.4$, because $E_{10}\propto L\propto W_{zz}^{1/3}$. Averaging over a thermal distribution halves the result to about $3\times10^{-4}$, because the mean square wave number along the polarization is half the $k^2$ used here. All three couplings vanish at $k=0$. Disorder can also remove the protection, if its potential varies both in the plane and along $z$ in a way that does not separate. A potential depending on $x$ and $y$ alone mixes wave vectors but not subbands, because the motion along $z$ still separates. A patterned gate can act by producing a local optical field along $z$. I have not estimated these effects. In an experiment, I would first exclude such a normal field component, because an upright valley responds to it directly.
